# Sheath voltage ratio inferred from the self-bias of an rf discharge: test program

```python
"""
Result under test: in a single-frequency capacitive discharge with rf amplitude V0
and dc self-bias eta, the ratio of maximum sheath voltages (grounded / powered) is
    epsilon = (V0 + eta) / (V0 - eta)
when the bulk drop and the residual drop of a collapsed sheath are neglected.
For eta = -0.6 V0 this is 0.25.

Sheath voltages are plasma potential minus electrode potential, hence positive.
The test integrates a nonlinear two-sheath circuit:
  ion current constant, electron current proportional to exp(-V/Te),
  sheath charge proportional to area * V**(1/m)  (m = 2: uniform ion density).
The bias is adjusted once per cycle until the powered electrode has no net dc current.
Internal units are SI; electron temperature Te is in volts (same number as eV).
"""
import math
import numpy as np
from scipy import constants as const

qe, me, eps0 = const.e, const.m_e, const.epsilon_0
ion_mass = 39.95 * const.atomic_mass          # argon

# Example inputs (round values typical of an argon processing discharge)
V0 = 200.0
bias_fraction = -0.6
frequency = 13.56e6
omega = 2 * math.pi * frequency
density = 1.0e16                              # sheath edge, m^-3
bulk_density = 2.0e16                         # m^-3
area_powered = 0.020                          # m^2
bulk_length = 0.05                            # m
pressure_mtorr = 20.0
gas_temperature = 300.0
momentum_rate = 1.0e-13                       # rough electron-argon value, m^3/s
Te_example = 3.0


def inferred_ratio(eta, v_max=V0, v_min=-V0):
    """Sheath ratio inferred from the bias and the waveform extremes."""
    return (v_max + eta) / (-v_min - eta)


def run_discharge(area_ratio, Te, m=2, harmonics=(V0,), steps=600, cycles=160):
    """Periodic state of the two-sheath circuit; area_ratio = grounded/powered."""
    phase = np.pi * np.arange(2 * steps + 1) / steps       # half-step grid
    rf = sum(a * np.cos((k + 1) * phase) for k, a in enumerate(harmonics))
    drf = sum(-omega * (k + 1) * a * np.sin((k + 1) * phase)
              for k, a in enumerate(harmonics))
    u, du = rf.tolist(), drf.tolist()
    dt = 1 / frequency / steps
    area_g = area_ratio * area_powered
    charge_scale = math.sqrt(2 * qe * density * eps0) * V0 ** (0.5 - 1 / m)
    cap_p = area_powered * charge_scale / m
    cap_g = area_g * charge_scale / m
    power = 1 / m - 1
    j_ion = qe * density * math.sqrt(qe * Te / ion_mass)
    j_el = qe * density * math.sqrt(8 * qe * Te / (math.pi * me)) / 4
    exp = math.exp

    def slope(vp, k, eta):
        vg = vp + u[k] + eta
        a = vp if vp > 0.01 else 0.01
        b = vg if vg > 0.01 else 0.01
        cp = cap_p * a ** power
        cg = cap_g * b ** power
        ip = area_powered * (j_ion - j_el * exp(-a / Te))
        ig = area_g * (j_ion - j_el * exp(-b / Te))
        rate = -(ip + ig + cg * du[k]) / (cp + cg)
        return rate, ip, cp * rate + ip

    eta, vp = 0.0, 3 * Te
    relaxation_capacitance = 1.5e-9           # sets speed of approach only
    change = 0.0
    for _ in range(cycles):
        used_eta, start_vp = eta, vp
        collected = 0.0
        vps, currents = [], []
        for i in range(steps):
            k = 2 * i
            s1, ip, total = slope(vp, k, eta)
            vps.append(vp)
            currents.append(total)
            collected += ip * dt
            s2 = slope(vp + 0.5 * dt * s1, k + 1, eta)[0]
            s3 = slope(vp + 0.5 * dt * s2, k + 1, eta)[0]
            s4 = slope(vp + dt * s3, k + 2, eta)[0]
            vp += dt * (s1 + 2 * s2 + 2 * s3 + s4) / 6
        change = collected / relaxation_capacitance
        eta += change
    # steady state: bias and sheath voltage repeat from cycle to cycle
    assert abs(change) < 0.02 and abs(vp - start_vp) < 0.02
    wave = rf[:-1:2]
    v_powered = np.array(vps)
    v_grounded = v_powered + wave + used_eta
    assert v_powered.min() > 0 and v_grounded.min() > 0
    return dict(eta=used_eta, vp=v_powered, vg=v_grounded, wave=wave,
                current=np.array(currents), dt=dt,
                ratio=v_grounded.max() / v_powered.max())


# --- Ideal answer for the example
eta_example = bias_fraction * V0
ideal_g, ideal_p = V0 + eta_example, V0 - eta_example
ideal_ratio = inferred_ratio(eta_example)
assert abs(ideal_ratio - 0.25) < 1e-12

# --- Circuit tests: bias and sheath maxima both emerge from the dynamics
warm = run_discharge(2.0, Te_example)
cold = run_discharge(2.0, 0.5)
near_symmetric = run_discharge(1.3, 0.5)
other_law = run_discharge(1.5, 0.5, m=3)
for case in (cold, near_symmetric, other_law):
    assert abs(inferred_ratio(case["eta"]) - case["ratio"]) < 0.015
error_warm = warm["ratio"] - inferred_ratio(warm["eta"])
error_cold = cold["ratio"] - inferred_ratio(cold["eta"])
assert abs(error_warm) < 0.05
assert abs(error_cold) < abs(error_warm) / 3   # error vanishes with Te

# --- Sheath maxima occur at the extremes of the applied voltage (within 1% of V0)
i_max, i_min = int(np.argmax(warm["wave"])), int(np.argmin(warm["wave"]))
assert warm["vg"].max() - warm["vg"][i_max] < 0.01 * V0
assert warm["vp"].max() - warm["vp"][i_min] < 0.01 * V0

# --- Two equal harmonics, equal areas: single-frequency inference must fail
dual = run_discharge(1.0, 0.5, harmonics=(V0 / 2, V0 / 2))
dual_general = inferred_ratio(dual["eta"], dual["wave"].max(), dual["wave"].min())
dual_naive = inferred_ratio(dual["eta"])
assert abs(dual_general - dual["ratio"]) < 0.03
assert abs(dual_naive - dual["ratio"]) > 0.15

# --- Size of neglected effects for the example
drop_p, drop_g = warm["vp"][i_max], warm["vg"][i_min]
ratio_drops = (ideal_g + drop_p) / (ideal_p + drop_g)
gas_density = pressure_mtorr * 1e-3 * const.torr / (const.k * gas_temperature)
collision_rate = gas_density * momentum_rate
current = warm["current"]
current_slope = (np.roll(current, -1) - np.roll(current, 1)) / (2 * warm["dt"])
bulk_drop = (bulk_length * me / (bulk_density * qe**2 * area_powered)
             * (current_slope + collision_rate * current))
b1, b2 = bulk_drop[i_max], bulk_drop[i_min]
ratio_all = (ideal_g + drop_p + b1) / (ideal_p + drop_g - b2)
angle = np.linspace(0, 2 * np.pi, 20001)
impure = V0 * (np.cos(angle) + 0.05 * np.cos(2 * angle))
ratio_impure = inferred_ratio(eta_example, impure.max(), impure.min())
sheath_width = math.sqrt(2 * eps0 * ideal_p / (qe * density))

print("EXAMPLE INPUTS")
print(f"rf amplitude V0 = {V0:.0f} V, self-bias = {eta_example:.0f} V")
print(f"frequency = {frequency/1e6:.2f} MHz, pressure = {pressure_mtorr:.0f} mTorr")
print(f"gas temperature = {gas_temperature:.0f} K, Te = {Te_example:.1f} eV")
print(f"sheath-edge density = {density/1e6:.1e} cm^-3")
print(f"bulk density = {bulk_density/1e6:.1e} cm^-3")
print(f"powered area = {area_powered*1e4:.0f} cm2")
print(f"bulk length = {bulk_length*100:.1f} cm")
print(f"electron-argon momentum rate = {momentum_rate*1e6:.1e} cm3/s (rough)")
print("IDEAL RESULT")
print(f"maximum grounded sheath voltage = {ideal_g:.1f} V")
print(f"maximum powered sheath voltage = {ideal_p:.1f} V")
print(f"grounded/powered ratio = {ideal_ratio:.4f}")
print(f"uniform-ion powered sheath width at maximum = {sheath_width*1e3:.2f} mm")
print("CIRCUIT TESTS: area ratio, Te, charge-law m, bias/V0, inferred, actual")
for name, ar, te, m, c in (("warm", 2.0, Te_example, 2, warm),
                           ("cold", 2.0, 0.5, 2, cold),
                           ("near-symmetric", 1.3, 0.5, 2, near_symmetric),
                           ("other charge law", 1.5, 0.5, 3, other_law)):
    print(f"{name}: {ar:.1f}, {te:.1f} eV, {m}, {c['eta']/V0:.4f}, "
          f"{inferred_ratio(c['eta']):.4f}, {c['ratio']:.4f}")
print("WARM MODEL REACTOR")
print(f"self-bias = {warm['eta']:.1f} V")
print(f"maximum grounded sheath voltage = {warm['vg'].max():.1f} V")
print(f"maximum powered sheath voltage = {warm['vp'].max():.1f} V")
print(f"ratio of mean sheath voltages = {warm['vg'].mean()/warm['vp'].mean():.3f}")
print("TWO-FREQUENCY TEST (equal areas, two amplitudes V0/2, Te 0.5 eV)")
print(f"waveform maximum = {dual['wave'].max():.1f} V")
print(f"waveform minimum = {dual['wave'].min():.1f} V")
print(f"self-bias = {dual['eta']:.1f} V, actual ratio = {dual['ratio']:.3f}")
print(f"general formula = {dual_general:.3f}, single-frequency = {dual_naive:.3f}")
print("NEGLECTED EFFECTS IN THE EXAMPLE")
print(f"residual powered sheath drop = {drop_p:.1f} V")
print(f"residual grounded sheath drop = {drop_g:.1f} V")
print(f"ratio with residual drops = {ratio_drops:.4f}")
print(f"electron collision rate = {collision_rate:.2e} s^-1")
print(f"bulk drop at positive extreme b1 = {b1:.2f} V")
print(f"bulk drop at negative extreme b2 = {b2:.2f} V")
print(f"largest bulk drop in cycle = {np.abs(bulk_drop).max():.2f} V")
print(f"ratio with residual and bulk drops = {ratio_all:.4f}")
print(f"5% second harmonic: extremes = {impure.max():.1f}, {impure.min():.1f} V")
print(f"ratio with 5% second harmonic = {ratio_impure:.4f}")
print(f"ratio if bias is {eta_example-5:.0f} V = {inferred_ratio(eta_example-5):.4f}")
print(f"ratio if bias is {eta_example+5:.0f} V = {inferred_ratio(eta_example+5):.4f}")
print("all tests passed")
```

It prints:

```
EXAMPLE INPUTS
rf amplitude V0 = 200 V, self-bias = -120 V
frequency = 13.56 MHz, pressure = 20 mTorr
gas temperature = 300 K, Te = 3.0 eV
sheath-edge density = 1.0e+10 cm^-3
bulk density = 2.0e+10 cm^-3
powered area = 200 cm2
bulk length = 5.0 cm
electron-argon momentum rate = 1.0e-07 cm3/s (rough)
IDEAL RESULT
maximum grounded sheath voltage = 80.0 V
maximum powered sheath voltage = 320.0 V
grounded/powered ratio = 0.2500
uniform-ion powered sheath width at maximum = 1.88 mm
CIRCUIT TESTS: area ratio, Te, charge-law m, bias/V0, inferred, actual
warm: 2.0, 3.0 eV, 2, -0.5017, 0.3318, 0.3446
cold: 2.0, 0.5 eV, 2, -0.5585, 0.2832, 0.2850
near-symmetric: 1.3, 0.5 eV, 2, -0.2363, 0.6177, 0.6190
other charge law: 1.5, 0.5 eV, 3, -0.4422, 0.3868, 0.3887
WARM MODEL REACTOR
self-bias = -100.3 V
maximum grounded sheath voltage = 106.9 V
maximum powered sheath voltage = 310.3 V
ratio of mean sheath voltages = 0.308
TWO-FREQUENCY TEST (equal areas, two amplitudes V0/2, Te 0.5 eV)
waveform maximum = 200.0 V
waveform minimum = -112.5 V
self-bias = -39.1 V, actual ratio = 1.058
general formula = 1.062, single-frequency = 0.673
NEGLECTED EFFECTS IN THE EXAMPLE
residual powered sheath drop = 7.1 V
residual grounded sheath drop = 9.9 V
ratio with residual drops = 0.2641
electron collision rate = 6.44e+07 s^-1
bulk drop at positive extreme b1 = 1.53 V
bulk drop at negative extreme b2 = -0.56 V
largest bulk drop in cycle = 1.66 V
ratio with residual and bulk drops = 0.2682
5% second harmonic: extremes = 210.0, -190.0 V
ratio with 5% second harmonic = 0.2903
ratio if bias is -125 V = 0.2308
ratio if bias is -115 V = 0.2698
all tests passed
```
